# Joining computed solids to measured ions: the Persson reference scheme: test program

```python
"""
Result under test: computed solid energies can be joined to measured ion data
by adding c = (G_comp - G_exp)/n_M of one reference solid, per M atom, to every
ion. This keeps the measured dissolution energy of that solid and all measured
equilibria among aqueous species, and no other shift does both.

Symbols: G standard Gibbs energy of formation (kJ/mol), n_M number of M atoms,
g_M, g_O, g_H computed elemental references per atom, U electrode potential
against the standard hydrogen electrode, pH = -log10 of the H+ activity.
Compositions are (M, O, H, charge). The metal M is a model with round inputs.
"""
import numpy as np
import sympy as sp
from scipy.constants import R as GAS, physical_constants
from scipy.optimize import brentq, minimize_scalar

FARADAY = physical_constants["Faraday constant"][0] / 1000.0  # kJ/(mol V)
T = 298.15
RT = GAS * T / 1000.0
DECADE = RT * np.log(10.0)

COMP = {
    "H2O": (0, 1, 2, 0), "H+": (0, 0, 1, 1), "e-": (0, 0, 0, -1),
    "M": (1, 0, 0, 0), "MO": (1, 1, 0, 0), "M2O3": (2, 3, 0, 0),
    "M(OH)2": (1, 2, 2, 0),
    "M2+": (1, 0, 0, 2), "M3+": (1, 0, 0, 3), "MOH+": (1, 1, 1, 1),
    "HMO2-": (1, 2, 1, -1), "M2OH3+": (2, 1, 1, 3),
}
SOLIDS = ["M", "MO", "M2O3", "M(OH)2"]
IONS = ["M2+", "M3+", "MOH+", "HMO2-", "M2OH3+"]
MEASURED = {
    "H2O": -240.0, "H+": 0.0, "e-": 0.0,
    "M": 0.0, "MO": -270.0, "M2O3": -650.0, "M(OH)2": -505.0,
    "M2+": -100.0, "M3+": 15.0, "MOH+": -285.0,
    "HMO2-": -410.0, "M2OH3+": -380.0,
}
# Raw computed free energies per formula unit, on an arbitrary common zero
RAW = {"MO": -1130.0, "M2O3": -2840.0, "M(OH)2": -2520.0}
G_METAL, G_OXYGEN, G_WATER = -400.0, -480.0, -1400.0
ACTIVITY = 1.0e-6
U_SCAN = -0.2


def hydrogen_reference(g_oxygen):
    return 0.5 * (G_WATER - MEASURED["H2O"] - g_oxygen)


def computed_formation(g_metal=G_METAL, g_oxygen=G_OXYGEN):
    g_hydrogen = hydrogen_reference(g_oxygen)
    raw = dict(RAW, M=g_metal)
    result = {}
    for solid in SOLIDS:
        m, o, h, _ = COMP[solid]
        result[solid] = raw[solid] - m*g_metal - o*g_oxygen - h*g_hydrogen
    return result


def mixed_table(reference="MO", shifted=True, **element_refs):
    computed = computed_formation(**element_refs)
    shift = (computed[reference] - MEASURED[reference]) / COMP[reference][0]
    table = dict(MEASURED)
    table.update(computed)
    if shifted:
        for ion in IONS:
            table[ion] += COMP[ion][0] * shift
    return table, shift


def balance(solid, ion):
    """Coefficients for dissolving one formula unit, from conservation laws."""
    names = [solid, ion, "H2O", "H+", "e-"]
    kernel = sp.Matrix([COMP[name] for name in names]).T.nullspace()
    assert len(kernel) == 1
    vector = -kernel[0] / kernel[0][0]
    return {name: float(x) for name, x in zip(names, vector)}


REACTIONS = {(s, i): balance(s, i) for s in SOLIDS for i in IONS}


def dissolution(table, solid, ion):
    return sum(x * table[name] for name, x in REACTIONS[solid, ion].items())


def phi(table, name, pH, U, activity=ACTIVITY):
    """Gibbs energy per M atom of forming a species from metal and water."""
    m, o, h, z = COMP[name]
    protons = 2*o - h
    energy = table[name] - o*table["H2O"]
    energy -= protons*DECADE*pH + (protons + z)*FARADAY*U
    if name in IONS:
        energy += RT * np.log(activity)
    return energy / m


def boundary_pH(table, first, second, U=U_SCAN):
    return brentq(lambda x: phi(table, first, x, U)
                  - phi(table, second, x, U), -20.0, 35.0)


def boundary_U(table, first, second, activity=1.0):
    return brentq(lambda x: phi(table, first, 0.0, x, activity)
                  - phi(table, second, 0.0, x, activity), -5.0, 5.0)


def log_solubility(table, pH):
    """Minimize the Gibbs energy over the dissolved amount x of MO as M2+."""
    transfer = (phi(table, "M2+", pH, U_SCAN, 1.0)
                - phi(table, "MO", pH, U_SCAN))

    def gibbs(log_x):
        x = np.exp(log_x)
        return x * (transfer + RT*(log_x - 1.0))
    found = minimize_scalar(gibbs, bounds=(-25.0, 3.0), method="bounded",
                            options={"xatol": 1e-9})
    return found.x / np.log(10.0)


PH_GRID = np.linspace(0.0, 14.0, 2801)


def scan(table):
    names = SOLIDS + IONS
    values = np.array([[phi(table, n, p, U_SCAN) for p in PH_GRID]
                       for n in names])
    stable = [names[k] for k in np.argmin(values, axis=0)]
    order = [stable[0]]
    for name in stable[1:]:
        if name != order[-1]:
            order.append(name)
    window = [p for p, name in zip(PH_GRID, stable) if name == "MO"]
    return order, window


computed = computed_formation()
mixed, shift = mixed_table()
naive, _ = mixed_table(shifted=False)
delta = {s: computed[s] - MEASURED[s] for s in SOLIDS}

# All shifts allowed by balanced aqueous reactions and fixed water, H+, e-
aqueous = ["H2O", "H+", "e-"] + IONS
composition = sp.Matrix([COMP[name] for name in aqueous]).T
aqueous_reactions = composition.nullspace()
constraints = [list(v) for v in aqueous_reactions]
for k in range(3):
    constraints.append([int(j == k) for j in range(len(aqueous))])
allowed = sp.Matrix(constraints).nullspace()
assert len(allowed) == 1
direction = allowed[0] / allowed[0][aqueous.index("M2+")]
assert list(direction) == [COMP[name][0] for name in aqueous]

# The computed references reproduce measured water formation
water_formed = G_WATER - G_OXYGEN - 2*hydrogen_reference(G_OXYGEN)
assert abs(water_formed - MEASURED["H2O"]) < 1e-10

# The reference solid keeps its dissolution energy into every ion
for ion in IONS:
    target = dissolution(MEASURED, "MO", ion)
    assert abs(dissolution(mixed, "MO", ion) - target) < 1e-9
    assert abs(dissolution(naive, "MO", ion) - target + delta["MO"]) < 1e-9

# Every balanced aqueous reaction keeps its measured energy
for vector in aqueous_reactions:
    change = sum(float(x)*(mixed[n] - MEASURED[n])
                 for x, n in zip(vector, aqueous))
    assert abs(change) < 1e-9
redox_exp = boundary_U(MEASURED, "M2+", "M3+")
redox_mix = boundary_U(mixed, "M2+", "M3+")
assert abs(redox_exp - redox_mix) < 1e-9

# Error left in the dissolution energies of the other solids
for solid in SOLIDS:
    for ion in IONS:
        error = (dissolution(mixed, solid, ion)
                 - dissolution(MEASURED, solid, ion))
        predicted = -(delta[solid]
                      - COMP[solid][0]*delta["MO"]/COMP["MO"][0])
        assert abs(error - predicted) < 1e-9

# A dinuclear reference solid is preserved as well, but MO then is not
other, other_shift = mixed_table(reference="M2O3")
for ion in IONS:
    assert abs(dissolution(other, "M2O3", ion)
               - dissolution(MEASURED, "M2O3", ion)) < 1e-9
other_error = dissolution(other, "MO", "M2+") - dissolution(
    MEASURED, "MO", "M2+")
assert abs(other_error - (other_shift - delta["MO"])) < 1e-9
assert abs(other_error) > 1.0

# A changed metal reference cancels for compounds but not for bare metal
metal_step = 30.0
metal_changed, _ = mixed_table(g_metal=G_METAL + metal_step)
for solid in SOLIDS[1:]:
    for ion in IONS:
        assert abs(dissolution(metal_changed, solid, ion)
                   - dissolution(mixed, solid, ion)) < 1e-9
metal_response = (dissolution(metal_changed, "M", "M2+")
                  - dissolution(mixed, "M", "M2+"))
assert abs(metal_response + metal_step) < 1e-9

# A changed oxygen reference acts through the oxidation number only
oxygen_step = 10.0
oxygen_changed, _ = mixed_table(g_oxygen=G_OXYGEN + oxygen_step)


def oxidation_number(solid):
    m, o, h, _ = COMP[solid]
    return (2*o - h) / m


oxygen_response = {}
for solid in SOLIDS:
    for ion in IONS:
        response = (dissolution(oxygen_changed, solid, ion)
                    - dissolution(mixed, solid, ion)) / COMP[solid][0]
        expected = (oxidation_number(solid)
                    - oxidation_number("MO")) * oxygen_step / 2
        assert abs(response - expected) < 1e-9
    oxygen_response[solid] = response

# Metal deposition potential
metal_exp = boundary_U(MEASURED, "M", "M2+")
metal_mix = boundary_U(mixed, "M", "M2+")
assert abs(metal_mix - metal_exp - shift/(2*FARADAY)) < 1e-9

# Solubility by minimization against the measured dissolution energy
PH_SOL = 9.0
solubility = {label: log_solubility(table, PH_SOL) for label, table in
              (("measured", MEASURED), ("shifted", mixed),
               ("unshifted", naive))}
law = -dissolution(MEASURED, "MO", "M2+")/DECADE - 2*PH_SOL
# Minimum location is limited by the flatness of the energy near its minimum
assert abs(solubility["measured"] - law) < 1e-5
assert abs(solubility["shifted"] - law) < 1e-5
assert abs(solubility["unshifted"] - law - shift/DECADE) < 1e-5

# Stability window of MO from the lower envelope of all species
order_exp, window_exp = scan(MEASURED)
order_mix, window_mix = scan(mixed)
order_naive, window_naive = scan(naive)
low = boundary_pH(mixed, "MO", "M2+")
high = boundary_pH(mixed, "MO", "HMO2-")
log_a = np.log10(ACTIVITY)
low_law = -(dissolution(MEASURED, "MO", "M2+")/DECADE + log_a)/2
high_law = dissolution(MEASURED, "MO", "HMO2-")/DECADE + log_a
assert abs(low - low_law) < 1e-8 and abs(high - high_law) < 1e-8
grid_step = PH_GRID[1] - PH_GRID[0]
for window in (window_exp, window_mix):
    assert abs(window[0] - low_law) <= grid_step
    assert abs(window[-1] - high_law) <= grid_step
assert order_exp == order_mix == ["M2+", "MO", "HMO2-"]
assert len(window_naive) == 0

print(f"Temperature: {T:.2f} K; RT ln10: {DECADE:.4f} kJ/mol")
print(f"Faraday constant: {FARADAY:.4f} kJ/(mol V)")
print(f"Input measured G of H2O: {MEASURED['H2O']:.1f} kJ/mol")
for ion in IONS:
    print(f"Input measured G of {ion}: {MEASURED[ion]:.1f} kJ/mol")
print(f"Input g_M, g_O, g_water: {G_METAL:.1f}, {G_OXYGEN:.1f}, "
      f"{G_WATER:.1f} kJ/mol")
print(f"Derived g_H: {hydrogen_reference(G_OXYGEN):.1f} kJ/mol")
for solid in SOLIDS[1:]:
    print(f"{solid} raw, computed G, measured G, delta: {RAW[solid]:.1f}, "
          f"{computed[solid]:.1f}, {MEASURED[solid]:.1f}, "
          f"{delta[solid]:.1f} kJ/mol")
print(f"Independent aqueous reactions: {len(aqueous_reactions)}")
print(f"Dimension of allowed shifts: {len(allowed)}")
print("Allowed shift for", ", ".join(aqueous), ":", list(direction))
print(f"Ion shift c per M atom: {shift:.1f} kJ/mol = "
      f"{shift/FARADAY:.4f} eV per atom")
for ion in IONS:
    print(f"Shifted G of {ion}: {mixed[ion]:.1f} kJ/mol")
print("Dissolution energies: measured, shifted, unshifted (kJ/mol)")
for solid, ion in (("MO", "M2+"), ("MO", "MOH+"), ("MO", "HMO2-"),
                   ("M2O3", "M3+"), ("M(OH)2", "M2+")):
    row = [dissolution(t, solid, ion) for t in (MEASURED, mixed, naive)]
    print(f"  {solid} to {ion}: " + ", ".join(f"{x:.1f}" for x in row))
print(f"With M2O3 as reference: c = {other_shift:.1f} kJ/mol, "
      f"MO dissolution error = {other_error:.1f} kJ/mol")
print(f"g_M raised by {metal_step:.1f} kJ/mol: M to M2+ energy changes by "
      f"{metal_response:.1f} kJ/mol")
print(f"g_O raised by {oxygen_step:.1f} kJ/mol, dissolution change per M:")
for solid in SOLIDS:
    print(f"  {solid}, oxidation number {oxidation_number(solid):.0f}: "
          f"{oxygen_response[solid] + 0.0:.1f} kJ/mol")
print(f"M3+/M2+ standard potential measured, shifted: {redox_exp:.4f}, "
      f"{redox_mix:.4f} V")
print(f"M2+/M standard potential measured, shifted: {metal_exp:.4f}, "
      f"{metal_mix:.4f} V; difference {metal_mix-metal_exp:.4f} V")
for label, value in solubility.items():
    print(f"log10 M2+ activity over MO at pH {PH_SOL:.0f}, {label}: "
          f"{value:.3f}")
print(f"Solubility error without shift: {shift/DECADE:.3f} decades")
print(f"Scan at U = {U_SCAN:.1f} V, ion activity {ACTIVITY:.0e}, pH 0 to 14")
print(f"MO window, measured and shifted: pH {low:.3f} to {high:.3f}")
print("Stable sequence measured:", " > ".join(order_exp))
print("Stable sequence shifted:", " > ".join(order_mix))
print("Stable sequence unshifted:", " > ".join(order_naive))
print("finished without a failed check")
```

Running it gives:

```
Temperature: 298.15 K; RT ln10: 5.7080 kJ/mol
Faraday constant: 96.4853 kJ/(mol V)
Input measured G of H2O: -240.0 kJ/mol
Input measured G of M2+: -100.0 kJ/mol
Input measured G of M3+: 15.0 kJ/mol
Input measured G of MOH+: -285.0 kJ/mol
Input measured G of HMO2-: -410.0 kJ/mol
Input measured G of M2OH3+: -380.0 kJ/mol
Input g_M, g_O, g_water: -400.0, -480.0, -1400.0 kJ/mol
Derived g_H: -340.0 kJ/mol
MO raw, computed G, measured G, delta: -1130.0, -250.0, -270.0, 20.0 kJ/mol
M2O3 raw, computed G, measured G, delta: -2840.0, -600.0, -650.0, 50.0 kJ/mol
M(OH)2 raw, computed G, measured G, delta: -2520.0, -480.0, -505.0, 25.0 kJ/mol
Independent aqueous reactions: 4
Dimension of allowed shifts: 1
Allowed shift for H2O, H+, e-, M2+, M3+, MOH+, HMO2-, M2OH3+ : [0, 0, 0, 1, 1, 1, 1, 2]
Ion shift c per M atom: 20.0 kJ/mol = 0.2073 eV per atom
Shifted G of M2+: -80.0 kJ/mol
Shifted G of M3+: 35.0 kJ/mol
Shifted G of MOH+: -265.0 kJ/mol
Shifted G of HMO2-: -390.0 kJ/mol
Shifted G of M2OH3+: -340.0 kJ/mol
Dissolution energies: measured, shifted, unshifted (kJ/mol)
  MO to M2+: -70.0, -70.0, -90.0
  MO to MOH+: -15.0, -15.0, -35.0
  MO to HMO2-: 100.0, 100.0, 80.0
  M2O3 to M3+: -40.0, -50.0, -90.0
  M(OH)2 to M2+: -75.0, -80.0, -100.0
With M2O3 as reference: c = 25.0 kJ/mol, MO dissolution error = 5.0 kJ/mol
g_M raised by 30.0 kJ/mol: M to M2+ energy changes by -30.0 kJ/mol
g_O raised by 10.0 kJ/mol, dissolution change per M:
  M, oxidation number 0: -10.0 kJ/mol
  MO, oxidation number 2: 0.0 kJ/mol
  M2O3, oxidation number 3: 5.0 kJ/mol
  M(OH)2, oxidation number 2: 0.0 kJ/mol
M3+/M2+ standard potential measured, shifted: 1.1919, 1.1919 V
M2+/M standard potential measured, shifted: -0.5182, -0.4146 V; difference 0.1036 V
log10 M2+ activity over MO at pH 9, measured: -5.737
log10 M2+ activity over MO at pH 9, shifted: -5.737
log10 M2+ activity over MO at pH 9, unshifted: -2.233
Solubility error without shift: 3.504 decades
Scan at U = -0.2 V, ion activity 1e-06, pH 0 to 14
MO window, measured and shifted: pH 9.132 to 11.519
Stable sequence measured: M2+ > MO > HMO2-
Stable sequence shifted: M2+ > MO > HMO2-
Stable sequence unshifted: M2+ > MOH+ > HMO2-
finished without a failed check
```
